Excitonic Instability of a Two-Band Chain with On-Site Attraction

**Q.** An insulator has a positive gap, so exciting it costs energy. How can it become unstable while the gap is still open?

**A.** The gap E_g is the cost of an added electron and an added hole that stay far apart. If they attract, a bound pair costs less. When the binding energy exceeds E_g, making a pair lowers the energy. The task is to find that binding energy, starting from electrons.

Take a ring of N sites with one conduction orbital c and one valence orbital v per site, and spinless electrons:

H = Σ_j [D c†_j c_j + U c†_j c_j v†_j v_j]
  − t_c Σ_j (c†_{j+1} c_j + h.c.) + t_v Σ_j (v†_{j+1} v_j + h.c.).

Here t_c, t_v and U are positive. Without U the bands are D − 2t_c cos k and 2t_v cos k, with k in units of the inverse site spacing. The conduction minimum and the valence maximum both lie at k = 0, so the gap is direct.

**Q.** You promised an attraction, but your U is a repulsion between electrons.

**A.** It becomes an attraction when a missing valence electron is described as a hole. Put h_j = v†_j. Then h†_j h_j = v_j v†_j = 1 − v†_j v_j, and writing n for the occupations,

U n_c n_v = U n_c − U n_c n_h.

The first term is a Hartree shift: a conduction electron is repelled by the filled valence orbital on its site. The second removes that repulsion where the valence electron is missing, which is an attraction of strength U.

The hopping also changes sign. Since fermion operators on different sites anticommute,

v†_{j+1} v_j = h_{j+1} h†_j = −h†_j h_{j+1}.

The hole therefore hops with amplitude −t_v and has energy −2t_v cos k, lowest at k = 0. In the new operators

H = (D + U) Σ_j c†_j c_j − t_c Σ_j (c†_{j+1} c_j + h.c.)
  − t_v Σ_j (h†_{j+1} h_j + h.c.) − U Σ_j c†_j c_j h†_j h_j.

**Q.** What is the gap in this Hamiltonian? The Hartree shift could easily be counted twice.

**A.** Let |I⟩ be the insulator, with no conduction electrons and no holes. Every term of H annihilates it, so its energy is zero. One added electron costs D + U − 2t_c at k = 0, and one added hole costs −2t_v. With the summed hopping T = t_c + t_v, the one-particle gap is

E_g = (D + U − 2t_c) + (−2t_v) = D + U − 2T.

The Hartree shift is inside E_g and must not be added again. It follows that D + U = E_g + 2T, the mean energy of a free pair over its band. I call it W.

**Q.** A two-particle calculation inside a many-electron system is usually an approximation. Why should I trust it here?

**A.** This H conserves the number of conduction electrons and the number of holes separately, because no term converts one band into the other. The states with one electron and one hole form a closed sector, and within this model the two-body problem is exact. A hybridization or a pair-creating interaction would spoil that.

Label the states by the hole position R, the separation r and the total momentum Q:

|Q,r⟩ = N^(−1/2) Σ_R e^{iQR} c†_{R+r} h†_R |I⟩.

If the electron hops one site to the right, r grows by one, with amplitude −t_c. If the hole hops one site to the left, r also grows by one; relabelling R in the sum supplies a phase, giving −t_v e^{iQ}. The two opposite hops lower r by one and give the complex conjugate. For a state Σ_r φ_r |Q,r⟩ this means

E φ_r = W φ_r − (t_c + t_v e^{iQ}) φ_{r−1}
  − (t_c + t_v e^{−iQ}) φ_{r+1} − U δ_{r0} φ_0.

Write t_c + t_v e^{iQ} = T_Q e^{iθ}. On an infinite chain the substitution φ_r = e^{iθr} ψ_r removes the phase:

E ψ_r = W ψ_r − T_Q (ψ_{r−1} + ψ_{r+1}) − U δ_{r0} ψ_0,
T_Q² = t_c² + t_v² + 2 t_c t_v cos Q.

The relative coordinate behaves as one particle hopping with amplitude T_Q past a single attractive site. At Q = 0 the amplitude is T, which is why the sum of the two hoppings enters.

**Q.** Does that site bind the pair for any U, or is there a minimum strength?

**A.** Any U > 0 binds it on an infinite chain. A state below the continuum must decay on both sides of r = 0 and match at r = 0, so

ψ_r = e^{−κ|r|}, κ > 0.

Away from r = 0 the equation gives

E = W − T_Q (e^{κ} + e^{−κ}) = W − 2T_Q cosh κ.

At r = 0 both neighbours have amplitude e^{−κ}, hence

E = W − U − 2T_Q e^{−κ}.

Equating the two,

T_Q (e^{κ} + e^{−κ}) = U + 2T_Q e^{−κ},
T_Q (e^{κ} − e^{−κ}) = U,
2T_Q sinh κ = U.

This has one positive solution κ for each U > 0. From cosh²κ = 1 + sinh²κ we get 2T_Q cosh κ = √(U² + 4T_Q²), and with W = E_g + 2T

E(Q) = E_g + 2T − √(U² + 4T_Q²).

**Q.** Which momentum reaches zero first? You cannot simply assume Q = 0.

**A.** Rewrite the hopping as

T_Q² = T² − 2 t_c t_v (1 − cos Q).

With both hoppings positive this is largest at Q = 0, so E(Q) is lowest there:

E_X = E_g + 2T − √(U² + 4T²).

The insulator has energy zero. Once E_X < 0, a state with the same number of electrons lies below it. The condition is

E_g < √(U² + 4T²) − 2T.

Two variations show what the direct gap does. If t_v tends to zero, T_Q = t_c for every Q, and pairs of all momenta soften together; the condition holds with T = t_c, but selects no momentum. If t_v is negative, the valence maximum moves to k = π and the gap is indirect. The largest T_Q is then t_c + |t_v|, at Q = π. The same algebra applies with the indirect gap and |t_v|, but the pair that softens carries momentum π.

**Q.** I would like a derivation that does not begin with a guessed exponential.

**A.** Work in momentum space at Q = 0. With ψ_r = ∫dk/(2π) e^{ikr} ψ(k), over one period of 2π, the pair equation becomes

(W − 2T cos k − E) ψ(k) = U ψ_0.

Divide by the bracket, integrate over k, and cancel ψ_0:

1 = U ∫dk/(2π) 1/(z − 2T cos k), z = W − E > 2T.

To do the integral, set z = 2T cosh κ. Summing two geometric series gives

Σ_n e^{−κ|n|} e^{ikn} = sinh κ/(cosh κ − cos k).

Averaged over k, the left side keeps its n = 0 term, which is 1. Therefore

∫dk/(2π) 1/(z − 2T cos k) = 1/(2T sinh κ) = 1/√(z² − 4T²).

The bound-state condition is √(z² − 4T²) = U, so z = √(U² + 4T²), and E = W − z is the energy found before.

**Q.** What does the threshold look like in simple limits?

**A.** For U much smaller than 2T, expand the root about 2T:

2T √(1 + U²/(4T²)) − 2T ≈ U²/(4T).

The pair is then spread over many sites and feels the attraction for a small part of the time. For U much larger than 2T, expand about U:

U √(1 + 4T²/U²) − 2T ≈ U − 2T + 2T²/U.

The pair sits on one site and gains U, but gives up the energy lowering of 2T that hopping provides to a free pair at its band bottom. The last term comes from brief excursions to neighbouring sites.

The size of the pair follows from the wave function. The norm is Σ_r e^{−2κ|r|} = coth κ, so the weight on the same site is

tanh κ = U/√(U² + 4T²).

With x = e^{−2κ}, the mean square separation is

⟨r²⟩ = [2x(1 + x)/(1 − x)³] / [(1 + x)/(1 − x)]
  = 2x/(1 − x)² = 1/(2 sinh²κ) = 2T²/U².

The rms separation is √2 T/U sites.

**Q.** Put numbers in. Is either limit good enough in practice?

**A.** Choose t_c = 0.50 eV, t_v = 0.30 eV and U = 1.00 eV, so T = 0.80 eV. Then

√(U² + 4T²) = √(1.00 + 2.56) eV = 1.8868 eV,
threshold gap = 1.8868 − 1.6000 = 0.2868 eV, or about 287 meV.

The weak-attraction estimate is 0.3125 eV, about 9% above the full value. The strong-attraction estimate, 0.680 eV, is useless here because 2T/U = 1.6 is not small.

At a gap of 0.35 eV,

E_X = 0.35 + 1.60 − 1.8868 = 0.0632 eV,

and the insulator is stable against one pair. At 0.25 eV, with T and U held fixed, E_X = −0.0368 eV and it is unstable. The pair has 53% of its weight on one site and an rms separation of 1.13 sites, or 0.40 nm for a spacing of 0.35 nm.

If pressure or strain closes the gap, T and U may change as well. Differentiating the threshold gives

∂E_c/∂U = U/√(U² + 4T²) = 0.53,
∂E_c/∂T = 4T/√(U² + 4T²) − 2 = −0.30,

where E_c is the threshold gap. An increase of U by 0.1 eV raises it by about 0.05 eV; the same increase of T lowers it by about 0.03 eV. The gap itself moves too: at fixed D, E_g = D + U − 2T rises by 0.1 eV in the first case and falls by 0.2 eV in the second. The larger U then favours the insulator and the larger T works against it, the opposite of what the threshold alone suggests.

**Q.** Optical experiments often report a gap. May I insert that number for E_g?

**A.** Not if it is the energy of the bound pair. In this model that energy is E_X, from which the binding has already been subtracted. Its instability condition is simply E_X < 0. Comparing E_X with 0.2868 eV would count the binding twice. E_g is the cost of a separate electron and hole. Just above the threshold it is not quite the lowest charged excitation: with these hoppings an added hole can bind a pair to itself by about 0.007 eV, and this complex undercuts the bare hole once E_X is smaller than that. With much heavier holes the binding is larger, about 0.14 eV for hoppings of 0.75 and 0.05 eV.

**Q.** You have shown that one pair can lower the energy. Perhaps a cluster of pairs does so earlier, making your threshold too low.

**A.** The one-pair condition is sufficient for instability. It does not by itself rule out an earlier transition into a state with many pairs, so that has to be examined separately.

On an open chain of 8 sites, with the hoppings and U above, one pair reaches zero energy at D + U − 2T = 0.2555 eV. This quantity is the gap of the infinite chain, used here as a common scale; the short chain's own gap is larger by 2T(1 − cos(π/9)), about 0.10 eV, because its ends confine the electron and the hole. Two pairs do so at 0.1939 eV and three at 0.0945 eV; for four to eight pairs the required value is negative. As the gap falls, one pair comes first. These values belong to a short chain with ends and do not replace the infinite-chain threshold.

Two pairs also cost more than twice one pair: by 0.1232 eV on 8 sites and 0.0496 eV on 12. With very unequal hoppings, 0.75 and 0.05 eV, the excess is 0.1104 and 0.0376 eV. There is no sign of two pairs binding. The excess shrinks with length, however, so these sizes cannot exclude a very weakly bound cluster on a long chain. For the infinite chain with hoppings of 0.50 and 0.30 eV and this U, the claim that single pairs enter first is supported by these results but not proved.

It does not hold for all parameters. Let t_v tend to zero and U be much smaller than T. Two holes on neighbouring sites then act on an electron almost like one site of strength 2U and bind it by about U²/T; at t_v = 0 the same matching as above gives exactly U²/(T + U). The other electron stays nearly free, yet the total exceeds the U²/(2T) of two separate pairs. Two electrons and two holes then cost less than two separate pairs, and this state reaches zero energy before a single pair does. At t_v = 0 the advantage lasts up to U/T = 2/√3 ≈ 1.15. For mobile holes the argument needs t_v small compared with the gain, because holding the holes together costs hopping energy.

**Q.** Has the sign change from electrons to holes been checked in the original Hamiltonian?

**A.** Yes, on a six-site ring with electron operators and their signs. At a gap of 0.35 eV the lowest pair energy is 0.035873 eV, and the momentum sum for the same ring gives the same value to all printed digits.

The ring's threshold is 0.3141 eV, higher than for the infinite chain. On a ring, the integral above becomes a sum over k, which equals the infinite-chain result plus positive terms proportional to e^{−κN|m|} from paths winding m times around the ring. These make the condition easier to meet. With all band populations allowed at six electrons, the ground-state energy is zero at 1.02 times the ring threshold and −0.0063 eV at 0.98 times it.

**Q.** Does the insulator give any warning before the pair energy reaches zero?

**A.** Its response to a weak mixing of the bands grows. Add

H′ = g Σ_j (c†_j v_j + v†_j c_j).

Since c†_j v_j = c†_j h†_j, this creates pairs at r = 0 and Q = 0. Let K be the pair Hamiltonian at Q = 0 without attraction, and |0⟩ the state with r = 0. First-order perturbation theory gives the coherence

⟨v†_j c_j⟩ = −gχ, χ = ⟨0| (K − U|0⟩⟨0|)^(−1) |0⟩.

Let a = (K − U|0⟩⟨0|)^(−1)|0⟩, with component a_0 = χ. Then

K a = (1 + Uχ)|0⟩, χ = (1 + Uχ) G, G = ⟨0|K^(−1)|0⟩.

Solving, χ = 1/(1/G − U). The integral above with z = W gives G, and

χ = 1/[√((E_g + 2T)² − 4T²) − U].

It diverges when (E_g + 2T)² = U² + 4T², the same threshold. At a gap of 0.35 eV the infinite chain has χ = 8.72 per eV. On the six-site ring, the many-electron energy gives 14.196 per eV and the ring formula 14.199 per eV.

On the infinite chain at this gap, the linear formula gives a coherence of magnitude 0.044 per site for a mixing of 0.005 eV, although the threshold has not been reached. Closer to the threshold the linear formula fails, because χ diverges while the coherence stays finite. With such mixing the band populations are no longer conserved, and the sharp crossing of energies between separate sectors is lost.

**Q.** Would a real chain material switch at 0.287 eV, then?

**A.** That does not follow. The hoppings of tenths of an eV, the spacing and the gap are roughly in the regime of narrow-gap transition-metal chalcogenide chain compounds. The contact attraction of 1 eV is a chosen value, not a typical measured one, and no particular compound is represented. Real chains have longer-ranged attraction and are coupled to one another. An attraction of 0.20 eV between neighbouring sites raises the threshold to 0.355 eV, so the gap of 0.35 eV would already be unstable. Without that term, a summed hopping of 0.02 eV in each of two directions between chains lowers it to 0.211 eV, with the gap measured at the new band bottom; the gap of 0.25 eV would then be stable. Either correction can reverse a verdict of the example. Spin, exchange and lattice distortion are also left out, and their shifts are not estimated here.

**Q.** And at room temperature, under a voltage?

**A.** At 300 K the thermal energy is 0.026 eV, not small beside E_X = 0.063 eV. At a gap of 0.35 eV, a dilute estimate gives about 0.01 thermal pairs per site, against 8 × 10⁻⁵ free electrons per site from the free bands. The dilute estimate fails as E_X approaches zero, and the zero-temperature threshold gap need not apply at 300 K.

Dividing the binding energy at Q = 0 by the electron charge and the rms separation gives a field scale of 7.2 MV/cm for pulling a pair apart. This is not a breakdown field: a pair can tunnel apart at much lower fields, at a rate not calculated here. Nor does the instability establish a metal. The pairs that enter are neutral, and a change in conductance needs a separate transport calculation. The remaining values are in the numerical output below.

Computed results

```
hoppings t_c, t_v, sum T = 0.50, 0.30, 0.80 eV
attraction U = 1.00 eV; site spacing = 0.35 nm
sqrt(U^2+4T^2) = 1.8868 eV
threshold gap = exciton binding = 0.2868 eV
threshold gap = 286.8 meV
weak-attraction estimate = 0.3125 eV
strong-attraction estimate = 0.6800 eV
exciton energy at gap 0.35 eV = 0.0632 eV
exciton energy at gap 0.25 eV = -0.0368 eV
exciton energy at Q=pi, gap 0.35 eV = 0.8730 eV
decay constant kappa = 0.5901 per site
on-site pair weight = 0.5300
rms separation = 1.1314 sites = 0.396 nm
chi, infinite chain, gap 0.35 eV = 8.720 per eV
-- checks by diagonalization --
ring of 6: one-particle gap = 0.350000 eV
ring: pair energy, electrons = 0.035873 eV
ring: pair energy, momentum sum = 0.035873 eV
ring: threshold gap = 0.3141 eV
ring: ground energy at 1.02 x threshold = 0.000000 eV
ring: ground energy at 0.98 x threshold = -0.006283 eV
ring: chi, electrons = 14.196 per eV
ring: chi, formula = 14.199 per eV
40-site pair: worst E(Q) error = 5.9e-11 eV
open chain of 8: gap where 1 pair(s) reach zero = 0.2555 eV
open chain of 8: gap where 2 pair(s) reach zero = 0.1939 eV
open chain of 8: gap where 3 pair(s) reach zero = 0.0945 eV
open chain of 8: gap where 4 pair(s) reach zero = -0.0376 eV
open chain of 8: gap where 5 pair(s) reach zero = -0.1833 eV
open chain of 8: gap where 6 pair(s) reach zero = -0.3354 eV
open chain of 8: gap where 7 pair(s) reach zero = -0.4778 eV
open chain of 8: gap where 8 pair(s) reach zero = -0.6000 eV
hops 0.50/0.30 eV, 8 sites: E2-2E1 = 0.1232 eV
hops 0.50/0.30 eV, 12 sites: E2-2E1 = 0.0496 eV
hops 0.75/0.05 eV, 8 sites: E2-2E1 = 0.1104 eV
hops 0.75/0.05 eV, 12 sites: E2-2E1 = 0.0376 eV
-- neglected effects, rough inputs --
neighbour attraction 0.20 eV: threshold = 0.3554 eV
summed interchain hop 0.02 eV: threshold = 0.2109 eV
interchain mesh shift = 1.4e-16 eV
hybridization 0.005 eV: coherence = 0.0436 per site
thermal energy at 300 K = 0.0259 eV
free electrons at gap 0.35 eV = 8.40e-05 per site
thermal excitons, dilute estimate = 9.92e-03 per site
pair-breaking field scale = 7.24 MV/cm
```
